Skin depth of an inductive plasma far below its plasma frequency

**Problem.** An argon-fed inductive source for plasma-enhanced deposition is driven at 13.56 MHz. Its electron density is 1.0 × 10¹⁷ m⁻³ and its electron temperature is 3 eV.

(a) Estimate the distance over which the amplitude of the driving electric field falls by a factor e, treating the electrons as cold and collisionless.

(b) The gas is at 5 mTorr and 400 K, and the rate coefficient for momentum transfer from electrons to atoms is 1.0 × 10⁻¹³ m³/s. Is it enough that the drive frequency lies far below the plasma frequency, or does the estimate need further conditions?

(c) How far do collisions, thermal motion and a chamber radius of 15 cm move the answer?

**Solution**

**Model and conventions.** The plasma fills the half-space x > 0 with uniform density n. There is no static magnetic field, and the ions are fixed. The electric field points along y and depends on x alone, so its divergence vanishes and it creates no space charge. Fields vary as exp(−iωt), and the physical field is the real part.

The algebra uses Gaussian atomic units: the electron mass, the size of its charge and ħ are 1, the speed of light is c = 1/α with α the fine-structure constant, and temperature T is an energy. The electron charge is −1.

**Electron current.** Let ν be the rate at which collisions remove directed momentum. To first order in the field, a cold electron obeys

dv/dt = −E − νv.

With the assumed time dependence, dv/dt = −iωv, so

(ν − iω)v = −E.

The current density is charge times density times velocity:

j = −nv = nE/(ν − iω).

For ν = 0 this is j = inE/ω. The current is then a quarter period out of phase with the field, and the mean power given to the electrons is zero. The field decays because the electron current screens it, not because it is absorbed.

**Field equation.** The magnetic field B points along z. Faraday's law and the Ampère–Maxwell law become

dE/dx = (iω/c)B,

−dB/dx = (4π/c)j − (iω/c)E.

Differentiating the first and inserting the second gives

E″ = (iω/c)[−(4π/c)j + (iω/c)E],

or

E″ + (ω²/c²)E + (4πiω/c²)j = 0.  (1)

Define the plasma frequency by ω_p² = 4πn, and let r = ν/ω. The current term contains

4πiωn/(ν − iω) = −ω_p²ω/(ω + iν) = −ω_p²/(1 + ir),

where numerator and denominator were multiplied by i. Equation (1) therefore reads

E″ = κ²E,  κ² = [ω_p²/(1 + ir) − ω²]/c².  (2)

The solution that stays finite deep in the plasma is E(0)exp(−κx), with Re κ > 0. Its amplitude falls by a factor e over δ = 1/Re κ.

**(a) Collisionless estimate.** Set r = 0. For ω < ω_p,

δ = c/√(ω_p² − ω²) ≈ (c/ω_p)[1 + ω²/(2ω_p²)].

The last form follows from (1 − y)^(−1/2) ≈ 1 + y/2 with y = ω²/ω_p². Far below the plasma frequency,

δ₀ = c/ω_p = 1/(α√(4πn)).  (3)

The drive frequency has dropped out. For a given magnetic field, Faraday's law makes the electric field proportional to ω, while electron inertia makes the current proportional to E/ω. The screening current is therefore independent of ω.

In atomic units the density is 1.4818 × 10⁻¹⁴ bohr⁻³, so

ω_p = √(4π × 1.4818 × 10⁻¹⁴) = 4.315 × 10⁻⁷,

δ₀ = 137.04/(4.315 × 10⁻⁷) = 3.176 × 10⁸ bohr.

One bohr is 5.292 × 10⁻⁹ cm, which gives

δ₀ = 1.68 cm, or 1.68 × 10⁸ angstrom.

The estimate is about 1.7 cm. This is the decay length of the amplitude; the square of the field falls by a factor e over half that distance, 0.84 cm.

The ratio ω/ω_p is 0.00478, so the finite-frequency correction is 0.00478²/2, or about 0.001 %. At the other end of the range, as ω approaches ω_p from below, the collisionless δ grows without bound. Above ω_p, κ² is negative and the wave propagates.

Equation (3) also gives δ₀ ∝ n^(−1/2). Ten times fewer electrons would give 5.3 cm, and ten times more would give 0.53 cm. The half-space picture needs a plasma several δ₀ thick.

**(b) Two further conditions.** The first concerns collisions. When ω² is negligible in equation (2),

κδ₀ = (1 + ir)^(−1/2).

Write 1 + ir = √(1 + r²) exp(iφ), with φ = arctan r. The real part of the inverse square root is (1 + r²)^(−1/4) cos(φ/2), so

δ = δ₀(1 + r²)^(1/4)/cos(½ arctan r).  (4)

For small r, the numerator is 1 + r²/4 and the cosine is 1 − r²/8. Hence

δ ≈ δ₀(1 + 3r²/8).

Collisions enter at second order, so moderately small r is sufficient. For large r, φ tends to π/2 and equation (4) becomes δ₀√(2r), the resistive skin depth, which does depend on frequency. This limit still requires ω² to be small beside ω_p²/r.

The second condition concerns thermal motion. Equation (2) assumes that an electron feels the field at one place while it responds. A thermal electron moves about v_T/ω during the time 1/ω, where v_T = √T in atomic units. A local, collisionless current therefore requires

s = v_T/(ωδ₀) ≪ 1.

For a weak field and a plasma many skin depths across, the conditions are ν ≪ ω, v_T/δ₀ ≪ ω and ω ≪ ω_p. The drive must be slow compared with the plasma frequency, but fast compared with collisions and with thermal transit through the skin.

For the source in question, the gas density is the pressure divided by the thermal energy k_B × 400 K, or 1.207 × 10²⁰ m⁻³. Multiplication by the rate coefficient gives ν = 1.207 × 10⁷ s⁻¹. With ω = 8.520 × 10⁷ rad/s,

r = 1.207/8.520 = 0.142.

The thermal speed is 7.264 × 10⁵ m/s, so

s = 7.264 × 10⁵/(8.520 × 10⁷ × 0.01680) = 0.507.

The collision condition is well met. The thermal condition is met only loosely. Since s ∝ √n/ω at fixed temperature, a denser plasma meets it less well: at ten times the density, s would be 1.6.

**(c) Size of the corrections**

*Collisions.* At r = 0.142, the correction 3r²/8 is 0.75 %, and the cold depth becomes 1.69 cm. This takes the same ν for every electron. In argon the collision rate varies strongly with electron speed, and the correction can then be several times larger, though still only a few per cent here.

*Thermal motion.* Let f₀ be the Maxwellian velocity distribution, normalized to n, and f₁ its first-order change. Along an unperturbed electron path, the linearized kinetic equation is

df₁/dt = (E + v × B/c)·∂f₀/∂v − νf₁.

The loss term assumes that a collision erases the directed motion. Because ∂f₀/∂v = −vf₀/T and v·(v × B) = 0, the magnetic term drops out at this order.

Assume also that electrons reflect specularly at x = 0, with v_y unchanged. An electron now at x with x-velocity u was at |x − uτ| a time τ earlier. Adding up the past field gives

f₁ = −(v_y f₀/T) ∫₀^∞ E(|x − uτ|) exp[(iω − ν)τ] dτ.

The current is minus the velocity integral of v_y f₁. Since the mean of v_y² is T,

j(x) = n ∫ g(u) du ∫₀^∞ E(|x − uτ|) exp[(iω − ν)τ] dτ,  (5)

where g is the normalized one-dimensional Maxwellian.

Extend E to negative x as an even function, and let Ẽ(k) and j̃(k) be the integrals of E and j times exp(−ikx) over all x. A shift by uτ multiplies Ẽ by exp(−ikuτ). The time integral then gives

j̃ = inẼ ∫ g(u) du/(ω + iν − ku).

For k > 0, put u = √2 v_T t and ζ = (ω + iν)/(√2 kv_T). With the plasma dispersion function

Z(ζ) = π^(−1/2) ∫ exp(−t²)/(t − ζ) dt,  Im ζ > 0,

where t runs over the real line, this becomes

j̃ = −inZ(ζ)Ẽ/(√2 kv_T).

The even extension has a kink at x = 0, where its slope jumps by 2E′(0). The transform of the ordinary second derivative is therefore −k²Ẽ − 2E′(0). Equation (1) gives Ẽ = −2E′(0)/D(k), with

D(k) = k² − ω²/c² − ω_p²ωZ(ζ)/(√2 c²kv_T).

Since D is even in k, the inverse transform is

E(x) = −(2E′(0)/π) ∫₀^∞ cos(kx)/D(k) dk.  (6)

In the cold limit |ζ| is large and Z → −1/ζ. Then D → k² + κ², and equation (6) returns the exponential found above.

With r = 0.142 and s = 0.507, equation (6) gives a 1/e distance of 1.59 cm, measured from the surface. This is 5.3 % below δ₀ and includes the collisions. The figure depends on the wall model: with diffuse instead of specular reflection the distance is about 1.63 cm, roughly half the shortening, and at 2 MHz and 5 mTorr it is about 2.7 cm instead of 2.38 cm.

As a test, the field from equation (6) was put into equation (1) with the current summed directly over the reflected paths of equation (5). For ω/ω_p = 0.03, r = 0.3 and s = 0.5, at x = δ₀, the equation was satisfied to 3.3 × 10⁻⁵ of |E″|.

*Chamber radius.* In a cylinder the coil drives an azimuthal field. Let ρ be the distance from the axis and z the depth. For a cold, collisionless plasma with ω ≪ ω_p,

∂²E/∂ρ² + (1/ρ)∂E/∂ρ − E/ρ² + ∂²E/∂z² = E/δ₀².

Try E = J₁(k_ρρ)exp(−z/δ_R). Bessel's equation turns the three radial terms into −k_ρ²E, so

1/δ_R² = 1/δ₀² + k_ρ².

A conducting side wall at radius R requires J₁(k_ρR) = 0. The lowest mode has k_ρ = 3.832/R = 0.2554 cm⁻¹, and

δ_R = 1/√(1/1.680² + 0.2554²) = 1.54 cm,

which is 8.1 % below δ₀. Higher radial modes have larger k_ρ and decay faster. A real coil excites a mixture, so this figure gives only a scale and does not replace a calculation for a given coil. Where the modes partly cancel at the surface, the local 1/e distance can even exceed δ₀.

**A few cases.** In the table the electron density, electron temperature, gas temperature and rate coefficient are held fixed. All rows are for the half-space, with the same collision rate for every electron; for argon this makes the shifts approximate. With a standard fit to the speed-dependent argon momentum-transfer cross section (mean rate coefficient 0.92 × 10⁻¹³ m³/s at 3 eV), the warm depths of the four rows become about 1.65, 2.04, 3.16 and 2.45 cm. "Cold" means equation (2), and "warm" means the 1/e distance from equation (6).

| Drive (MHz) | Pressure (mTorr) | r | s | Cold (cm) | Warm (cm) |
|---|---|---|---|---|---|
| 13.56 | 5 | 0.14 | 0.51 | 1.69 | 1.59 |
| 13.56 | 20 | 0.57 | 0.51 | 1.86 | 1.80 |
| 13.56 | 80 | 2.27 | 0.51 | 3.16 | 3.15 |
| 2.00 | 5 | 0.96 | 3.44 | 2.13 | 2.38 |

The last row answers part (b). At 2 MHz the drive is even further below the plasma frequency, yet the warm depth is 42 % above δ₀. Both extra conditions fail there.

The thermal correction also changes sign: it shortens the 1/e distance in the first row and lengthens it in the last. The condition s ≪ 1 says when the local result can be trusted, but not the direction of the error.

At 13.56 MHz the warm and cold depths draw together as the pressure rises. This agrees with equation (5), where the factor exp(−ντ) shortens the electron's memory of fields felt elsewhere.

**Beside a real source.** The plasma parameters are rough typical values for a low-pressure argon source. The pressure is at the low end for plasma-enhanced deposition, where tens of mTorr or more are also used. The neglect of collisions is then the assumption that breaks: at 80 mTorr and the same density, the table gives a warm depth of 3.15 cm, against the collisionless estimate δ₀ = 1.68 cm. In a real source, a change of pressure also changes the density and the electron temperature, and molecular feed gases have other collision rates.

The density is not uniform either, and it is lower near the window than in the bulk. If the density that matters is half the stated value, equation (3) gives 2.38 cm. This uncertainty exceeds the thermal and radial corrections at 5 mTorr. Ion motion is negligible by comparison: it adds a fraction m/M to ω_p², with m/M the ratio of electron to argon-ion mass, and shortens the depth by 0.0007 %.

The calculation is linear in the field. For a surface amplitude of 1 V/cm, Faraday's law gives a magnetic amplitude E/(ωδ₀) in SI units, or 0.70 gauss. The corresponding electron cyclotron frequency is 0.144 of ω. This ratio grows in proportion to the field, so at several V/cm the linear treatment is no longer safe. It also grows roughly as 1/ω²: at 2 MHz the same 1 V/cm gives a cyclotron frequency several times ω, so the 2 MHz row of the table holds only for fields well below 1 V/cm. The magnetic force on a thermal electron is about s times the electric force at any amplitude; it drops out of the linear theory because the Maxwellian is isotropic, not because it is small.

For the stated source, 1.7 cm is a sound estimate of the scale. The corrections computed here do not support a second decimal. The numerical output lists the values at higher precision.

Numbers as computed

```
Electron density: 1.0e+17 m^-3
Electron density in atomic units: 1.4818e-14 bohr^-3
Electron temperature: 3.0 eV
Drive frequency: 13.56 MHz
Gas pressure: 5.0 mTorr
Gas temperature: 400 K
Rate coefficient: 1.0e-13 m^3/s
Plasma angular frequency: 1.7840e+10 rad/s
Plasma frequency in atomic units: 4.3153e-07 a.u.
Drive angular frequency: 8.5200e+07 rad/s
Drive/plasma frequency ratio: 0.00478 (no unit)
Skin depth c/wp in atomic units: 3.1756e+08 bohr
Skin depth c/wp: 1.680 cm
Skin depth c/wp converted: 1.680e+08 angstrom
Finite-frequency shift: 0.00114 %
Collision rate: 1.207e+07 s^-1
Collision/drive ratio r: 0.1417 (no unit)
Cold depth with collisions: 1.693 cm
Collision shift: 0.75 %
Thermal speed vT: 7.264e+05 m/s
Thermal ratio vT/(w delta0): 0.507 (no unit)
Warm 1/e depth with collisions: 1.591 cm
Warm shift from c/wp: -5.3 %
Chamber radius: 15.0 cm
Cold depth, lowest radial mode: 1.544 cm
Radius shift: -8.1 %
Ion-motion shift: -0.00069 %
Depth at half density: 2.377 cm
Surface electric field: 1.0 V/cm
Surface magnetic field: 0.698 gauss
Cyclotron/drive ratio: 0.144 (no unit)
At 13.56 MHz, 20 mTorr: r=0.567, s=0.507, cold 1.863 cm, warm 1.798 cm
At 13.56 MHz, 80 mTorr: r=2.267, s=0.507, cold 3.158 cm, warm 3.148 cm
At 2.00 MHz, 5 mTorr: r=0.961, s=3.440, cold 2.133 cm, warm 2.378 cm
Test depth, no collisions, simulated: 1.0207 c/wp
Test depth, no collisions, formula: 1.0206 c/wp
Test depth, r=0.5, simulated: 1.1116 c/wp
Test depth, r=0.5, formula: 1.1115 c/wp
Warm-field equation residual: 3.3e-05 (relative)
```
